# Periodic images of a polar layer: asymptotics of the LO-TO splitting

## 1. Definitions and conventions

An insulating polar layer lies in the plane $z=0$. Its in-plane optical vibration has relative displacement $u$, reduced mass $M$, effective charge $Ze$ and cell area $A$. All fields vary as $e^{iqx}$ with $q>0$. A displacement along $x$ is longitudinal (LO); an in-plane displacement along $y$ is transverse (TO). SI units are used and retardation is neglected, which requires $q\gg\omega/c$.

Let $P$ be the dipole moment per unit area and $E$ the macroscopic in-plane field at the layer. With in-plane electronic sheet polarizability $\alpha$,

$$P=\frac{Ze}{A}u+\alpha E,\qquad -M\omega^2u=-M\omega_{\rm TO}^2u+ZeE. \tag{1}$$

Short-range forces and local fields are contained in $\omega_{\rm TO}$, $Z$ and $\alpha$. These are taken as isotropic in the plane and independent of $q$, so $q$ must be small compared with the Brillouin-zone size. Two combinations will recur:

$$r=\frac{\alpha}{2\varepsilon_0},\qquad S=\frac{Z^2e^2}{2\varepsilon_0MA}. \tag{2}$$

Here $r$ is a length, and $S$ is a squared frequency times a length.

A calculation with three-dimensional periodic boundary conditions repeats the layer at $z=nL$. Unless stated otherwise, all copies vibrate in phase, $k_z=0$. The layer is first taken as infinitely thin; Section 7 treats its thickness. The question is how the copies change $\omega_{\rm LO}(q)$, and on which scale of $q$.

## 2. The field of one image

A sheet charge $\sigma e^{iqx}$ at $z=0$ has a potential $\phi(z)e^{iqx}$. Away from the sheet, Laplace's equation reads $\phi''=q^2\phi$, and the solution that decays on both sides is $\phi=Ce^{-q|z|}$. Its slope jumps by $-2qC$ at the sheet. Poisson's equation requires this jump to equal $-\sigma/\varepsilon_0$, so

$$\phi(z)=\frac{\sigma}{2\varepsilon_0q}e^{-q|z|}.$$

A longitudinal polarization carries the bound charge $\sigma=-\partial_xP=-iqP$. Since $E_x=-\partial_x\phi=-iq\phi$,

$$E_x(z)=(-iq)\frac{-iqP}{2\varepsilon_0q}e^{-q|z|}=-\frac{qP}{2\varepsilon_0}e^{-q|z|}. \tag{3}$$

The minus sign means that the field opposes the polarization and therefore stiffens the LO vibration. An image at distance $nL$ acts with weight $e^{-nqL}$ relative to the layer's own field. This is the precise sense in which images interact as $e^{-qL}$: it holds for each nearest image, not for the sum of all images.

A transverse polarization has $\partial_yP_y=0$, hence no macroscopic charge and no macroscopic field. The images leave $\omega_{\rm TO}$ unchanged at this level.

A real layer consists of atoms, so its charge also has components at $\mathbf q+\mathbf g$, with $\mathbf g$ an in-plane reciprocal lattice vector. The same argument gives them the decay $e^{-|\mathbf q+\mathbf g|L}$, which is negligible once $L$ exceeds a few lattice constants. A direct sum over a square lattice of point dipoles tests this. At $qa=0.5$ and height $3a$, with $a$ the lattice constant, the sum gives a longitudinal field of $-0.700985$ in units of $p/(4\pi\varepsilon_0a^3)$, where $p$ is the dipole moment. Equation (3) gives $-0.700984$, and the transverse field is below $10^{-6}$.

## 3. The sum over all images

The in-phase images multiply the layer's own field by

$$F=1+2\sum_{n=1}^{\infty}e^{-nqL}=1+\frac{2e^{-qL}}{1-e^{-qL}}=\frac{1+e^{-qL}}{1-e^{-qL}}=\coth\frac{qL}{2}. \tag{4}$$

The last step multiplies numerator and denominator by $e^{qL/2}$. The field at each layer is then

$$E=-\frac{y}{2\varepsilon_0}P,\qquad y=q\coth\frac{qL}{2}, \tag{5}$$

whereas an isolated layer has $y=q$. The out-of-plane fields of the images at $+nL$ and $-nL$ cancel, because $E_z$ is odd about each source.

To include electronic screening, insert $P$ from (1) into (5):

$$E=-\frac{y}{2\varepsilon_0}\frac{Ze}{A}u-ryE
\quad\Longrightarrow\quad
E=-\frac{Ze\,u}{2\varepsilon_0A}\frac{y}{1+ry}.$$

Dividing the equation of motion by $-Mu$ gives $\omega^2=\omega_{\rm TO}^2-ZeE/(Mu)$, and therefore

$$\boxed{\;\omega_{\rm LO}^2=\omega_{\rm TO}^2+S\,\frac{y}{1+ry},\qquad y=q\coth\frac{qL}{2}\;} \tag{6}$$

Within this thin-layer model, (6) holds for any $qL$. The images enter through $y$ alone, both in the force on the ions and in the screening.

## 4. Far images: $qL\gg1$

From (4), $F-1=2/(e^{qL}-1)=2e^{-qL}+O(e^{-2qL})$. To carry this into the frequency, write $Y(y)=y/(1+ry)$. Its derivative is

$$\frac{dY}{dy}=\frac{(1+ry)-ry}{(1+ry)^2}=\frac{1}{(1+ry)^2},
\qquad\text{so}\qquad \frac{\delta Y}{Y}=\frac{1}{1+ry}\,\frac{\delta y}{y}. \tag{7}$$

With $y=q$ and $\delta y/y=2e^{-qL}$,

$$\omega_{\rm LO}^2-\omega_{\rm TO}^2\simeq\frac{Sq}{1+rq}\left[1+\frac{2e^{-qL}}{1+rq}\right]. \tag{8}$$

The leading term is the isolated layer. Its squared splitting vanishes linearly at $q\to0$, so $\omega_{\rm LO}$ leaves $\omega_{\rm TO}$ with the finite slope $S/(2\omega_{\rm TO})$. The correction is exponentially small, but (8) cannot be followed to $q\to0$ at fixed $L$, because there its condition $qL\gg1$ fails.

## 5. Near images: $qL\ll1$

For small $x$,

$$\coth x=\frac{1+x^2/2+\dots}{x(1+x^2/6+\dots)}=\frac1x\left[1+\frac{x^2}{3}+O(x^4)\right].$$

Setting $x=qL/2$ gives

$$y=\frac2L\left[1+\frac{(qL)^2}{12}+O\big((qL)^4\big)\right]. \tag{9}$$

The factor $q$ of the two-dimensional field has been cancelled by the number of images that contribute, which grows as $1/(qL)$. Define

$$\varepsilon_{\rm cell}=1+\frac{2r}{L}=1+\frac{\alpha}{\varepsilon_0L}.$$

At $y=2/L$ the factor $1+ry$ equals $\varepsilon_{\rm cell}$, and (7) with $\delta y/y=(qL)^2/12$ gives

$$\omega_{\rm LO}^2-\omega_{\rm TO}^2\simeq\frac{2S}{L+2r}\left[1+\frac{(qL)^2}{12\,\varepsilon_{\rm cell}}\right]. \tag{10}$$

The leading term can be rewritten with (2):

$$\frac{2S}{L+2r}=\frac{2S}{L\,\varepsilon_{\rm cell}}=\frac{Z^2e^2}{\varepsilon_0M(AL)\,\varepsilon_{\rm cell}}. \tag{11}$$

This is the three-dimensional LO-TO formula for a crystal with cell volume $AL$ and in-plane electronic dielectric constant $\varepsilon_{\rm cell}$. Both quantities depend on the chosen vacuum, so the plateau is a property of the stack and not of the layer. The linear slope at $\Gamma$ has also gone: by (10), the branch now starts quadratically.

**Plane waves.** The same limit appears in reciprocal space. A unit sheet charge repeated with period $L$ has Fourier components $1/L$ at each $G=2\pi m/L$, and Poisson's equation divides each by $\varepsilon_0(q^2+G^2)$. The potential at the sheet must agree with the image sum, so

$$\frac1L\sum_G\frac{1}{q^2+G^2}=\frac{1}{2q}\coth\frac{qL}{2}. \tag{12}$$

The $G=0$ term is $1/(Lq^2)$, the three-dimensional Coulomb kernel. As $q\to0$ the other terms tend to

$$\frac2L\sum_{m=1}^\infty\frac{L^2}{4\pi^2m^2}=\frac{L}{2\pi^2}\,\frac{\pi^2}{6}=\frac{L}{12}.$$

Relative to $1/(Lq^2)$ this is $(qL)^2/12$, the first correction in (9). The plateau thus comes from $G=0$, and its first correction from the nonuniformity of the field between the layers.

**Dependence on direction.** Let neighbouring layers differ in phase by $k_zL$. With $\xi=e^{-qL+ik_zL}$, the image sum becomes

$$F={\rm Re}\,\frac{1+\xi}{1-\xi}=\frac{1-|\xi|^2}{|1-\xi|^2}=\frac{\sinh qL}{\cosh qL-\cos k_zL}. \tag{13}$$

For small arguments the numerator is $qL$ and the denominator $(q^2+k_z^2)L^2/2$. If $\theta$ is the angle between the wavevector and the layer normal, then $y=qF\to(2/L)\sin^2\theta$, and

$$\omega_{\rm LO}^2-\omega_{\rm TO}^2\to\frac{2S\sin^2\theta}{L+2r\sin^2\theta}. \tag{14}$$

At $k_z\neq0$ the out-of-plane fields no longer cancel, so (14) assumes that the layer has no out-of-plane polarizability. The limit at $\Gamma$ depends on the direction of approach, as in an anisotropic three-dimensional polar crystal.

## 6. The crossover and the required cell

The leading isolated and plateau forms meet when

$$\frac{Sq}{1+rq}=\frac{2S}{L+2r}
\;\Longrightarrow\; q(L+2r)=2+2rq
\;\Longrightarrow\; q_\times=\frac2L. \tag{15}$$

The length $r$ drops out because both forms are the same increasing function $Y$, evaluated at $y=q$ and $y=2/L$. The scale on which three-dimensional behaviour returns is therefore $1/L$, but the change is gradual. At $qL=1$, $y$ is still 8.2% above its limit, so the plateau proper requires $qL\ll1$.

How large must $L$ be for a given $q$? If the kernel may exceed the isolated one by a relative amount $\delta$, then $2/(e^{qL}-1)=\delta$, which gives

$$L=\frac1q\ln\left(1+\frac2\delta\right). \tag{16}$$

The squared splitting is less sensitive. From (6), the ratio of its periodic to its isolated value is $F(1+rq)/(1+rqF)$, and its relative error is

$$\frac{F(1+rq)-(1+rqF)}{1+rqF}=\frac{F-1}{1+rqF}. \tag{17}$$

Screening reduces the error but does not remove it. As $q\to0$ at fixed $L$, $F-1\to2/(qL)$ and $rqF\to2r/L$, so (17) diverges as $2/(qL\,\varepsilon_{\rm cell})$. No finite $L$ keeps this relative error below a fixed bound for all $q$. The absolute error stays bounded: $y-q=2q/(e^{qL}-1)$ falls as $q$ grows, so the frequency error is largest as $q\to0$, where it equals the plateau height $\omega_{\rm LO}-\omega_{\rm TO}\simeq S/[\omega_{\rm TO}(L+2r)]$. The limit $L\to\infty$ at fixed $q$ gives the isolated layer, while $q\to0$ at fixed $L$ gives the plateau. The splitting vanishes when both limits are taken, in either order, since $Sq/(1+rq)$ and $2S/(L+2r)$ both tend to zero. What depends on the order is the slope at $\Gamma$, which is $S/(2\omega_{\rm TO})$ or zero, and the ratio of periodic to isolated splitting, which tends to 1 or diverges.

**Truncation.** The images can instead be removed by setting the interaction $e^{-q|z|}/(2q)$ to zero for $|z|>L/2$. Its Fourier integral over one period is

$$\frac{1}{2q}\,2\,{\rm Re}\int_0^{L/2}e^{-(q-iG)z}dz
=\frac1q\,{\rm Re}\,\frac{1-(-1)^me^{-qL/2}}{q-iG}
=\frac{1-(-1)^me^{-qL/2}}{q^2+G^2}, \tag{18}$$

where $e^{iGL/2}=(-1)^m$ was used. The truncated $G=0$ term, divided by $L$, tends to $1/(2q)$ for $qL\ll1$: the two-dimensional kernel replaces the three-dimensional one. The charge must be confined to a thickness below $L/2$. Then separations within the layer are less than $L/2$ and are kept, while separations from images exceed $L/2$ and are cut.

## 7. Finite thickness

Let the ionic and electronic polarizations share a normalized Gaussian profile of width $w$, with no out-of-plane polarizability. The layer's own coupling, previously 1, becomes the average of $e^{-q|z-z'|}$ over the profile. The difference $z-z'$ is Gaussian with standard deviation $\sqrt2\,w$, so its mean modulus is $2w/\sqrt\pi$, and

$$\langle e^{-q|z-z'|}\rangle\simeq1-\frac{2qw}{\sqrt\pi}. \tag{19}$$

For an image the distance is $nL+z-z'$. The term linear in $z-z'$ averages to zero, so the image weights change at second order. Hence $\delta y\simeq-2q^2w/\sqrt\pi$, and $\delta Y=\delta y/(1+ry)^2$ to first order.

The plateau does not depend on the profile. Integrate $\nabla\cdot\mathbf D=0$ over one period in $z$. Since $D_z$ is periodic, $\int D_x\,dz=0$. Since $\nabla\times\mathbf E=0$ gives $\partial_zE_x=iqE_z$ with $E_z$ bounded, $E_x$ becomes uniform as $q\to0$. Therefore $\varepsilon_0EL+P=0$, which is (5) with $y=2/L$. The plateau field is the depolarizing field of the sheet dipole averaged over the whole cell. This argument also covers a layer with out-of-plane polarizability.

## 8. Worked example

Take round model parameters: $Z=2$, $A=0.10\ \mathrm{nm^2}$, $M=10$ u, $\omega_{\rm TO}=800\ \mathrm{cm^{-1}}$, $r=1$ nm and $L=2$ nm. With frequencies expressed as wavenumbers, (2) gives $S=9.841\times10^4\ \mathrm{cm^{-2}\,nm}$.

The isolated branch starts with slope $98413/(2\times800)=61.5\ \mathrm{cm^{-1}\,nm}$. The periodic branch starts from a squared splitting of

$$\frac{2\times98413}{2+2}=4.921\times10^4\ \mathrm{cm^{-2}},\qquad
\omega_{\rm LO}=\sqrt{800^2+49206}=830.2\ \mathrm{cm^{-1}}.$$

Here $\varepsilon_{\rm cell}=2$. Equation (6) gives, in $\mathrm{cm^{-1}}$:

| $q$ (nm⁻¹) | $qL$ | isolated | periodic |
|---|---|---|---|
| 0.02 | 0.04 | 801.2 | 830.2 |
| 0.10 | 0.2 | 805.6 | 830.2 |
| 0.50 | 1 | 820.2 | 831.4 |
| 1.00 | 2 | 830.2 | 834.2 |
| 2.00 | 4 | 840.0 | 840.5 |

At $q=0.10\ \mathrm{nm^{-1}}$ the images raise the frequency by about $25\ \mathrm{cm^{-1}}$; at $q=2\ \mathrm{nm^{-1}}$ they raise it by about $0.5\ \mathrm{cm^{-1}}$. At the crossover $q_\times=1\ \mathrm{nm^{-1}}$ both leading forms give 830.2, and the full result lies $4\ \mathrm{cm^{-1}}$ higher. The last rows describe the sheet model rather than a crystal. With $a=\sqrt A=0.32$ nm, $q=2\ \mathrm{nm^{-1}}$ is a fifth of the way to the zone boundary $\pi/a$. There the $q$-dependent longitudinal field of a square lattice of point dipoles is about 8% weaker than (3), a change of roughly $1\ \mathrm{cm^{-1}}$, which exceeds the image correction.

The first corrections can be checked at two points. At $qL=1$, (10) multiplies the plateau splitting by $1+1/24$, which gives $\sqrt{640000+51256}=831.4\ \mathrm{cm^{-1}}$. At $qL=4$, (8) multiplies the isolated splitting $98413\times2/3=65609\ \mathrm{cm^{-2}}$ by $1+0.0366/3$, which gives $840.5\ \mathrm{cm^{-1}}$. Both agree with the table to the digits shown.

More vacuum lowers the plateau slowly: $L=4$ and 8 nm give 820.2 and 812.2 $\mathrm{cm^{-1}}$ as the in-plane $q\to0$, still above the isolated limit of 800. Tilting the approach to $30^\circ$ from the normal at $L=2$ nm also gives 812.2, because $(2/L)\sin^2\theta$ then equals $2/L$ for $L=8$ nm. This value assumes no out-of-plane polarizability. With an out-of-plane electronic dielectric constant $\varepsilon_\perp$ of the cell, the denominator of (14) becomes $L(\varepsilon_{\rm cell}\sin^2\theta+\varepsilon_\perp\cos^2\theta)$, and $\varepsilon_\perp=1.14$ lowers the frequency to $811.3\ \mathrm{cm^{-1}}$.

For a 1% kernel error at $q=0.1\ \mathrm{nm^{-1}}$, (16) requires $L=\ln(201)/0.1=53$ nm. The squared splitting is then in error by $0.01/(1+0.1\times1.01)=0.91\%$ of its isolated value, which is $0.05\ \mathrm{cm^{-1}}$ in frequency. Keeping the frequency within $1\ \mathrm{cm^{-1}}$ at every $q$ requires a plateau height $S/[\omega_{\rm TO}(L+2r)]$ of at most $1\ \mathrm{cm^{-1}}$, that is $L\approx121$ nm.

For thickness, take $w=0.04$ nm at $q=1\ \mathrm{nm^{-1}}$ and $L=2$ nm. Equation (19) gives $\delta y=-0.045\ \mathrm{nm^{-1}}$. With $y=1.313\ \mathrm{nm^{-1}}$, $\delta Y=-0.045/2.313^2=-0.0084\ \mathrm{nm^{-1}}$. A plane-wave solution of Poisson's equation gives $0.55942-0.56767=-0.00825\ \mathrm{nm^{-1}}$, a reduction of 1.5% relative to the thin sheet. The reduction grows with the width, to 3.5% at $w=0.10$ nm, and an out-of-plane polarizability, excluded here, enlarges it. Since $\delta y\propto q^2w$, thickness also lowers the curvature in (10), by about 30% for $w=0.10$ nm and $L=2$ nm. The numerical check also tests the plateau, the tilted limit and the truncated kernel.

## Computed values

```
Z = 2.0; A = 0.10 nm^2; M = 10.0 u
w_TO = 800.0 cm^-1; r = 1.0 nm; L = 2.0 nm
S = 98412.9 cm^-2 nm
isolated slope at Gamma = 61.51 cm^-1 nm
Dipole lattice: qa = 0.5; height/a, field, formula, transverse
(fields in p/(4 pi eps0 a^3))
3.0  -0.700985  -0.700984  -4.8e-07
4.0  -0.425168  -0.425168  -8.8e-10
q (1/nm), qL, image sum, 2exp(-qL), isolated and periodic w_LO (cm^-1)
0.02  0.04  49.00667  1.92158  801.21  830.19
0.10  0.20  9.03331  1.63746  805.57  830.23
0.25  0.50  3.08299  1.21306  812.21  830.49
0.50  1.00  1.16395  0.73576  820.25  831.35
1.00  2.00  0.31304  0.27067  830.18  834.19
2.00  4.00  0.03731  0.03663  840.01  840.48
4.00  8.00  0.00067  0.00067  847.78  847.79
y above its q=0 limit at qL=1: 8.20 percent
L (nm), eps_cell, sqrt(w_LO^2-w_TO^2), w_LO (cm^-1), crossing (1/nm)
2.0  2.000  221.83  830.18  1.0000
4.0  1.500  181.12  820.25  0.5000
8.0  1.250  140.29  812.21  0.2500
Angle from normal (degrees), limiting w_LO (cm^-1), L = 2 nm
30  812.21
60  825.94
90  830.18
q (1/nm), kernel/isolated kernel: untruncated, truncated
0.1  10.03331  1.00000
1.0  1.31304  1.00000
Stack of 600 layers, q = 0.5 1/nm: screened y (1/nm)
diagonalized 0.519681; infinite-stack formula 0.519687
Gaussian width (nm), screened y (1/nm), at q = 1 1/nm, L = 2 nm
0.04: 0.559421; 0.02: 0.563496
extrapolated to zero: 0.567570; sheet formula: 0.567668
For 1% kernel error: q (1/nm), L (nm), squared-splitting error (%)
0.1  53.03  0.908
0.5  10.61  0.664
```
